Defocused Partially Coherent Images as Convolutions with a Scaled Source, part 1

(Sections cited here and not found follow in the second part.)

## First half: the convolution law

**Theorem.** Let a thin mask be imaged by a scalar, paraxial, aberration-free system under Köhler illumination. Suppose that each diffracted order of non-zero amplitude is either passed by the pupil for every source point or blocked for every source point. Let I₀(x,z) be the coherent image formed at defocus z by the passed orders under on-axis illumination. Then the partially coherent image is

I(x,z) = ∫ S(s) I₀(x − λzs, z) d²s. (1)

For z ≠ 0 this is the convolution

I(x,z) = ∫ G(ξ) I₀(x − ξ, z) d²ξ, G(ξ) = S(ξ/(λz)) / (λz)². (2)

Here x is the transverse position in the image, λ the wavelength in the image space, s a source point expressed as a spatial frequency, and S the source density with ∫ S d²s = 1. At z = 0 equation (1) gives I = I₀, so the focused image depends on the source only through the set of orders that is passed: all sources that pass the same set give the same focused image.

The hypothesis is weaker than the demand that no order be clipped. A mask with sharp edges diffracts into orders of unlimited frequency, and no lens accepts them all. What matters is that the set of passed orders stays the same as the source point changes. The name "on-axis coherent image" needs equal care: I₀ contains this common set, which is not in every case the set that the real pupil would pass under on-axis illumination.

### Assumptions and conventions

All transverse coordinates are referred to the image side, so the magnification has been removed. The time factor is exp(−iωt). Light travels towards positive z, and z = 0 is the plane of best focus. Spatial frequencies are counted in cycles per unit length. A plane wave of frequency f varies across the image as exp(2πi f·x), and its transverse direction cosines are λf.

The mask is periodic, with transmission

m(x) = Σₙ aₙ exp(2πi fₙ·x).

The following assumptions are used.

1. Each source point illuminates the mask with one plane wave, of frequency s and unit amplitude. This is Köhler illumination.
2. The mask is thin: the field leaving it is m(x) times the incident field, whatever the angle of incidence. The amplitudes aₙ therefore do not depend on s.
3. Different source points are mutually incoherent, so their intensities add.
4. The pupil function P(f) is 1 inside the pupil and 0 outside it. No phase error is present except defocus.
5. Defocus is treated to second order in the ray angle, and the field is a scalar.

Under assumptions 1 and 2 the field just behind the mask is

m(x) exp(2πi s·x) = Σₙ aₙ exp[2πi (fₙ + s)·x].

Tilting the illumination translates the whole diffraction spectrum by s. After the pupil, the field at best focus is

Eₛ(x,0) = Σₙ aₙ P(fₙ + s) exp[2πi (fₙ + s)·x]. (3)

### Lemma 1: the phase of defocus

*In the paraxial approximation, propagation from focus to z multiplies a plane wave of frequency f by exp(−iπλz|f|²), apart from a phase common to all plane waves.*

*Proof.* A monochromatic wave in a uniform medium obeys the Helmholtz equation, so the three components of its frequency vector satisfy |f|² + f_z² = 1/λ². For a wave travelling towards positive z,

f_z = √(1/λ² − |f|²) = (1/λ) √(1 − λ²|f|²).

The expansion √(1 − ε) = 1 − ε/2 − ε²/8 − …, with ε = λ²|f|², gives

2πz f_z = 2πz/λ − πλz|f|² − (π/4)λ³z|f|⁴ − … (4)

The first term is the same for every f and disappears from intensities. The second is the stated phase. The third and later terms are dropped in the paraxial approximation. ∎

The same factor follows from the Fresnel diffraction integral. In one transverse dimension and for z > 0 this integral reads

E(x,z) = (iλz)^(−1/2) ∫ E(x′,0) exp[iπ(x − x′)²/(λz)] dx′.

Insert E(x′,0) = exp(2πi f x′) and put x′ = x + t. The exponent becomes

2πi f x + iπt²/(λz) + 2πi f t.

Completing the square in t,

iπt²/(λz) + 2πi f t = iπ(t + λzf)²/(λz) − iπλzf².

The remaining Gaussian integral equals (iλz)^(1/2) and cancels the prefactor. What is left is exp(2πi f x) exp(−iπλzf²), in agreement with Lemma 1. In two dimensions the two transverse factors multiply.

### Lemma 2: one source point shifts the whole image

*If P(fₙ + s) = Pₙ for every order of non-zero amplitude, with Pₙ independent of s, then the intensity from source point s is*

Iₛ(x,z) = I₀(x − λzs, z). (5)

*Proof.* Apply Lemma 1 to each plane wave in equation (3). Its frequency is fₙ + s, not fₙ, so

Eₛ(x,z) = Σₙ aₙPₙ exp[2πi (fₙ + s)·x] exp[−iπλz|fₙ + s|²].

The square of the frequency expands as

|fₙ + s|² = |fₙ|² + 2fₙ·s + |s|². (6)

The three terms play different parts. The first gives the defocus phase that order n would have under on-axis illumination. The last is the same for all orders and can be taken out of the sum, together with exp(2πi s·x). The middle term combines with the position of order n:

2πi fₙ·x − 2πiλz fₙ·s = 2πi fₙ·(x − λzs).

The field is therefore

Eₛ(x,z) = exp[2πi s·x − iπλz|s|²] Σₙ aₙPₙ exp[2πi fₙ·(x − λzs)] exp(−iπλz|fₙ|²).

The factor in front of the sum has modulus 1. The sum is the on-axis coherent field of the common orders,

E₀(x,z) = Σₙ aₙPₙ exp(2πi fₙ·x) exp(−iπλz|fₙ|²), (7)

evaluated at x − λzs. Taking the squared modulus gives equation (5), with I₀ = |E₀|². ∎

The sign has a direct geometric meaning. A feature that I₀ places at x = 0 appears in Iₛ at x = +λzs. The undiffracted wave from source point s travels with transverse direction cosines λs, and over a distance z it moves sideways by λsz in the paraxial approximation. The whole image, including its diffraction structure, is carried along this ray. On the other side of focus z is negative and the displacement is reversed.

Equation (5) was tested by evaluating the Fresnel integral directly. The one-dimensional field had orders at −0.25, 0 and 0.25 µm⁻¹ with amplitudes 0.3 + 0.1i, 0.5 and 0.2 − 0.25i. The wavelength was 365 nm, the defocus 10 µm and the source frequency 0.13 µm⁻¹. At nine positions between 0 and 4 µm, the tilted intensity and the shifted on-axis intensity differed by at most 2.8×10⁻¹⁶.

### Proof of the theorem

By assumption 3 the total intensity is the source-weighted sum of the single-point intensities,

I(x,z) = ∫ S(s) Iₛ(x,z) d²s.

Lemma 2 applies to every source point because the passed set is common to all of them. Inserting equation (5) gives equation (1).

For z ≠ 0 define ξ = λzs. The plane has two dimensions, so the area element changes by the square of the scale factor: d²s = d²ξ/(λz)². This square is positive for either sign of z. Substitution gives equation (2). The kernel retains unit weight, because ∫ G d²ξ = ∫ S d²s = 1. At z = 0 every shift vanishes and equation (1) reduces to I(x,0) = I₀(x,0). ∎

**Remark 1: what is being blurred.** The function under the convolution is the coherent image at the same defocus z, not the focused image. Defocus acts twice. It changes the relative phases of the orders within each coherent image, and it displaces the images from different source points. The first effect is present for a point source. The second is the convolution.

**Remark 2: a displaced source.** The centroid of G is

∫ ξ G(ξ) d²ξ = λz ∫ s S(s) d²s.

If the source is symmetric under inversion about an off-axis centroid, the kernel is a symmetric blur carried sideways in proportion to defocus. Without that symmetry, the centroid alone does not fix the displacement of a periodic pattern. Even a source with its centroid on the axis can then shift the lines.

### The law in Fourier space

Multiplying equation (7) by its complex conjugate shows that I₀ is a sum of harmonics at the difference frequencies q = fₘ − fₙ. Write

I₀(x,z) = Σ_q Î₀(q,z) exp(2πi q·x),

and define the source transform by

Ŝ(k) = ∫ S(s) exp(−2πi k·s) d²s.

Inserting the harmonic sum into equation (1) gives, for each q,

∫ S(s) exp[2πi q·(x − λzs)] d²s = exp(2πi q·x) Ŝ(λzq).

The harmonic amplitudes therefore obey

Î(q,z) = Î₀(q,z) Ŝ(λzq). (8)

This form shows why a single convolution suffices. The harmonic at q may arise from several pairs of orders. For a pair (m,n), the defocus phase difference contains

|fₘ + s|² − |fₙ + s|² = |fₘ|² − |fₙ|² + 2s·(fₘ − fₙ).

The part that depends on the source contains the pair through q = fₘ − fₙ alone. All pairs that feed the same harmonic are averaged by the same factor. Since Ŝ(0) = 1, the mean intensity is unchanged by the averaging.

### Lemma 3: the pass condition for discs

*Let the pupil be a centred disc of radius F = NA/λ and the source a centred disc of radius R = σNA/λ. An order at f is passed for every source point if*

|f| + R ≤ F, (9)

*and blocked for every source point, apart from a possible point of contact, if*

|f| − R ≥ F. (10)

*Proof.* The triangle inequality gives |f| − |s| ≤ |f + s| ≤ |f| + |s|. With |s| ≤ R, condition (9) implies |f + s| ≤ F, and condition (10) implies |f + s| ≥ F. Equality in the second case needs s to point against f with |s| = R. That single point has no weight in a uniform disc. ∎

NA is the image-side numerical aperture, and σ is the source radius divided by the pupil radius. Orders with F − R < |f| < F + R are passed by part of the source and blocked for the rest. They violate the hypothesis unless their amplitude is zero.

A centred disc contains the axial point s = 0. When the hypothesis holds, the on-axis pupil therefore selects the common orders by itself. A source that does not contain the axis gives no such guarantee, even when it is symmetric. Take two small poles at s = (0, ±0.9F) and an order at f = (0.9F, 0). Each pole moves the order to a distance 0.9√2 F ≈ 1.27F, outside the pupil, while on-axis illumination would pass it.

The difference was tested with a single pole: a uniform disc of radius 0.04 µm⁻¹ centred at (0.15, 0) µm⁻¹, with λ = 365 nm, NA = 0.16 and z = 12 µm. The pupil radius is then 0.4384 µm⁻¹. The mask orders, in µm⁻¹, and their amplitudes were:

- (0, 0): 0.5
- (0.1, 0.1): 0.2 + 0.1i
- (−0.2, 0.2): −0.15i
- (0, −0.3): 0.18
- (−0.5, 0): 0.12 − 0.1i
- (0.4, 0): 0.2

The pole moves the order at −0.5 to a central distance of 0.35, inside the pupil, although the on-axis pupil would block it. It moves the order at +0.4 to 0.55, outside the pupil, although the on-axis pupil would pass it. Convolution of the coherent image of the common orders reproduced the direct sum over source points to 1.2×10⁻¹⁵. Convolution of the image formed by the on-axis pupil was wrong by up to 0.668. The mean intensity on this scale is the sum of |aₙ|² over the passed orders, which is 0.38, so choosing the wrong orders spoils the result completely.

**Remark 3: isolated features.** An isolated opening in an opaque mask has a continuous spectrum. Because the opening is bounded, its Fourier transform is an analytic function and cannot vanish throughout any open region of frequency space. Two different source points place the pupil over two different parts of the spectrum, and these parts differ by an open region. The common-order condition then cannot hold for an extended source. The theorem is thus a law for periodic patterns, or for spectra with suitable gaps. For an isolated feature it can serve as an approximation whose error must be calculated.

## Second half: line images, limits and sizes

The first half considered a mask with orders aₙ at frequencies fₙ, imaged at wavelength λ and defocus z. The source density S(s) has unit integral. If every order of non-zero amplitude is passed for all source points or blocked for all of them, the image is I(x,z) = ∫ S(s) I₀(x − λzs, z) d²s, where I₀ is the coherent image of the passed orders at the same defocus. In Fourier space each harmonic q of I₀ is multiplied by Ŝ(λzq). For a centred pupil of radius NA/λ and a centred disc source of radius σNA/λ, an order is passed throughout if λ|f| + σNA ≤ NA and blocked throughout if λ|f| − σNA ≥ NA. Intensities below are relative to a clear mask.

### Corollary 1: the factor of a disc source

*For a uniform centred disc source,*

Ŝ(λzq) = 2J₁(v)/v, v = 2πσNA|z||q|. (11)

*Proof.* The source density is 1/(πR²) for |s| < R, with R = σNA/λ. In polar coordinates the angular integral of exp(−2πi k·s) is 2πJ₀(2πkr), where k = |k| and r = |s|. Hence

Ŝ(k) = (2/R²) ∫₀ᴿ r J₀(2πkr) dr.

Put t = 2πkr and use d[tJ₁(t)]/dt = tJ₀(t):

Ŝ(k) = [2/(R²(2πk)²)] · 2πkR J₁(2πkR) = 2J₁(2πkR)/(2πkR).

With k = λ|z||q|, the argument is 2πλ|z||q|σNA/λ = 2πσNA|z||q|. ∎

The wavelength has cancelled. In the image the convolution kernel is a uniform disc of radius σNA|z|, which is the footprint at distance z of the undiffracted rays from the source. The wavelength still enters through I₀ and through the condition on the orders.

For small v, J₁(v) = v/2 − v³/16 + …, so

2J₁(v)/v = 1 − v²/8 + … (12)

The loss of modulation therefore begins quadratically in defocus. Between the first and second positive zeros of J₁ the factor is negative, and the harmonic concerned is reversed relative to its coherent value. At larger v the sign continues to alternate from one zero to the next.

When every source point passes the same orders, the image is the coherent image at the same defocus convolved with the scaled source, and a uniform disc source multiplies each harmonic by 2J₁(v)/v. It remains to apply this to equal lines and spaces, and to examine where the law fails and how large the neglected effects are.
